Chern numbers of the spin-one node in the CoSi band model, part 2

In a model of the chiral cubic crystal CoSi, three bands cross at the zone centre. On a small sphere around the crossing they carry Chern numbers 2, 0 and −2. With quadratic terms, a sphere of radius 0.65/bohr gives 2, 6 and −8 instead. What decides whether a sphere shows the integers of the crossing?

Energies are in Ry, wave vectors k in 1/bohr, measured from the zone centre; k also denotes the length. The example has v = 0.2 Ry bohr and a first sphere of radius 0.05/bohr.

Without electron spin, the basis states x, y, z transform like vector components under the rotations R of the tetrahedral group T. Symmetry and time reversal require

H(Rk) = R H(k) Rᵀ,
H(−k) = H(k)*.

Twofold rotations require the numbers of x, y and z indices in each coefficient to be all even or all odd. The linear term is H(k) = v k·L, or

H(k) = v ×
[ 0, −i k_z, i k_y ]
[ i k_z, 0, −i k_x ]
[ −i k_y, i k_x, 0 ].

Here L_x, L_y, L_z are spin-one matrices, and the energies are

E_s = s v k,  s = −1, 0, 1.

For a normalized eigenvector u, with the outward normal,

A = i u†du,  F = dA,
C = (1/2π) ∮ F.

In polar angles θ, φ of k, section 7 found

A_s = s cosθ dφ,
F_s = −s sinθ dθ∧dφ,

hence C_s = −2s. For v > 0 the bands in order of energy have 2, 0, −2.

The sum over states gives the curvature without a choice of phase:

Ω_z(n) = −2 Im Σ_{m≠n} ⟨n|∂_x H|m⟩⟨m|∂_y H|n⟩/(E_n − E_m)².

A band separated from the others on a whole sphere has an integer Chern number, which stays constant under continuous changes that keep it separated.

### 13. Quadratic terms allowed by symmetry

Terms of second order have the form D_ijab k_a k_b. Time reversal makes their matrix real, and Hermiticity then makes it symmetric. The twofold rotations again require the numbers of x, y and z indices to have equal parity. With four indices in all, each number must be even.

The element H_xx may therefore contain k_x², k_y² and k_z² with three constants. The element H_xy may contain k_x k_y with one. The threefold rotation fixes the remaining elements. This gives four constants, in agreement with the numerical count of four.

One constant multiplies k² times the unit matrix. It moves all three bands together, leaves the eigenvectors alone and is dropped. The other three terms are

Q₁ = c₁ diag(k_x², k_y², k_z²)
Q₂ = c₂ diag(k_y² − k_z², k_z² − k_x², k_x² − k_y²)
Q₃ = c₃ [k kᵀ − diag(k_x², k_y², k_z²)].

The example uses c₁ = 0.5, c₂ = 0.3 and c₃ = 0.25 Ry bohr². These are round model values, not a fit to CoSi. The nearest face of the Brillouin zone of CoSi lies about 0.37/bohr from the centre. Results at larger k, including the touchings at 0.5/bohr and the sphere of radius 0.65/bohr below, therefore illustrate the polynomial model and do not describe the crystal.

### 14. A radius that is certainly safe

Let Q = Q₁ + Q₂ + Q₃, and call the difference between its largest and smallest eigenvalue its spread. Weyl's inequality states that adding Q moves each ordered eigenvalue of v k·L by an amount between the smallest and the largest eigenvalue of Q. Two neighbouring levels, originally |v|k apart, can approach each other by no more than the spread.

The spreads of the three terms are bounded as follows.

- The entries of diag(k_x², k_y², k_z²) lie between 0 and k², so the spread of Q₁ is at most |c₁|k².
- In Q₂ the first two entries differ by c₂(k_x² + k_y² − 2k_z²) = c₂(k² − 3k_z²). The bracket lies between −2k² and k². The other differences follow cyclically, so the spread is at most 2|c₂|k².
- The matrix k kᵀ has eigenvalues k², 0, 0, and the diagonal matrix subtracted from it has a spread of at most k². The spread of a difference is at most the sum of the spreads, which gives 2|c₃|k².

The spread of a sum is likewise at most the sum of the spreads. Each gap therefore satisfies

gap ≥ |v|k − b k²,  b = |c₁| + 2|c₂| + 2|c₃|.

It stays open on every sphere with

0 < k < |v|/b.

The relative size of the quadratic terms falls in proportion to k as the sphere shrinks, so the linear Chern numbers apply throughout this range.

In the example

b = 0.5 + 0.6 + 0.5 = 1.6 Ry bohr²,
|v|/b = 0.2/1.6 = 0.125/bohr.

The sphere of radius 0.05/bohr lies inside. The bound on its gap is

0.2 × 0.05 − 1.6 × 0.05² = 0.010 − 0.004 = 0.006 Ry.

The smallest gap found on a mesh of directions is 0.0088 Ry. The bound adds separate upper limits for the three quadratic terms and is not sharp: the largest sampled value of the spread divided by k² is 0.8, against the bound of 1.6 Ry bohr². The condition k < |v|/b is sufficient. It does not say that a gap closes at 0.125/bohr.

### 15. Two numerical routes on the small sphere

The first route integrates the curvature from the sum over states. Nothing in this quadrature forces the answer to be an integer. With the quadratic terms included it gives 2, 0 and −2 to the six decimals shown.

The second route divides the sphere into small four-sided cells. For corners 1, 2, 3, 4, taken in the positive sense, one forms

⟨u₁|u₂⟩⟨u₂|u₃⟩⟨u₃|u₄⟩⟨u₄|u₁⟩.

Each vector occurs once as a bra and once as a ket, so arbitrary phases cancel. For neighbouring points ⟨u|u + du⟩ ≈ exp(u†du) = exp(−iA). Minus the phase angle of the product is therefore the flux through the cell. The sum over cells divided by 2π is an integer by construction, provided no overlap vanishes. The content of this check is which integer appears, and it is again 2, 0, −2.

### 16. The first closing on a cubic axis

At k = (0, 0, K) with K > 0, the z state is separate from the other two. Its energy is

E_z = c₁K².

In the space of x and y the Hamiltonian is

[ −c₂K², −ivK ]
[ ivK, c₂K² ].

This matrix has zero trace, and its square is (v²K² + c₂²K⁴) times the unit matrix. Its energies are

E_± = ±K√(v² + c₂²K²).

For c₁ > |c₂| the upper of these meets E_z when

c₁²K² = v² + c₂²K²,

k* = |v|/√(c₁² − c₂²).

The numbers give √(0.25 − 0.09) = 0.4 and k* = 0.2/0.4 = 0.5/bohr. The upper two bands touch there, and by symmetry at the corresponding points on all six half-axes. The sphere of radius 0.65/bohr encloses these six points. The smallest gap sampled on that sphere is 0.023 Ry, so its Chern numbers are well defined, but they need not be those of the central node.

### 17. The charge of each extra touching

The change from −2 to −8 in the highest band can be traced to these six points. Let k = (q_x, q_y, k* + q_z) with small q. The upper state in the x, y space is (α, iβ, 0) with real α and β. The first row of its eigenvalue equation gives

−c₂K²α + vKβ = E_+α,

β/α = (E_+ + c₂K²)/(vK).

At K = 0.5/bohr the energies are E_+ = 0.125, c₂K² = 0.075 and vK = 0.1 Ry. Thus β/α = 0.2/0.1 = 2, and both numbers may be taken positive.

The coupling of this state to the z state is, to first order in q,

α(ivq_y + c₃Kq_x) − iβ(−ivq_x + c₃Kq_y)
= (αc₃K − βv)q_x + i(αv − βc₃K)q_y.

Half the energy difference E_+ − E_z changes only with q_z at this order. Write

E_+ − E_z = K²[√(v²/K² + c₂²) − c₁].

The bracket vanishes at k* and decreases with K, so half the difference is −γq_z with γ > 0.

A two-level Hamiltonian has the form d·τ plus a common energy, where τ_x, τ_y, τ_z are the Pauli matrices. Its upper right element is d_x − id_y. Hence

d_x = (αc₃K − βv)q_x
d_y = (βc₃K − αv)q_y
d_z = −γq_z.

With c₃K = 0.125 and v = 0.2 Ry bohr, and with β = 2α, the first two coefficients are

α(0.125 − 0.400) = −0.275α,
α(0.250 − 0.200) = +0.050α.

The signs of the three coefficients are −, +, −. Their product is positive, so the map from q to d preserves orientation.

When d has polar angles θ and φ, the upper state is (cos(θ/2), exp(iφ) sin(θ/2)). Its connection is A = −sin²(θ/2)dφ and its curvature is −½ sinθ dθ∧dφ. The flux is −2π, and C = −1. An orientation-preserving linear map keeps this value. Each touching thus contributes −1 to the highest band and +1 to the middle band. The rotations of T carry the six points into one another and preserve orientation, so all six contributions have the same sign.

Since dF = 0 away from touchings, the flux through the large sphere is the flux through the small one plus that of the touchings between them:

highest band: −2 − 6 = −8
middle band: 0 + 6 = 6
lowest band: 2.

These are the values found numerically, so the six axis points account for the whole change. The sign depends on c₃: the coefficient of q_y would be negative if c₃K were less than v/2, and each axis touching would then contribute with the opposite sign. The total on a larger sphere need not change with it. For c₃ = 0.19 Ry bohr², twelve further touchings off the axes, at 0.519/bohr, each contribute −1 to the highest band, and the sphere of radius 0.65/bohr still gives −2 + 6 − 12 = −8. The charge of the central node involves no such coefficient.

### 18. Spin-orbit coupling

With spin each band is doubled. The simplest isotropic coupling in this model is

H = v k·L + Δ L·σ,

where σ denotes the Pauli matrices of the electron spin. Let J = L + σ/2 be the total angular momentum. Then

L·σ = J² − L² − (σ/2)² = j(j + 1) − 2 − 3/4.

This is 1 for j = 3/2 and −2 for j = 1/2. The sixfold level at k = 0 splits into a quartet at Δ and a doublet at −2Δ. For Δ = 0.001 Ry these lie at 0.001 and −0.002 Ry. Strictly at the centre, the threefold node per spin no longer exists.

The spread of ΔL·σ is 3|Δ|. By Weyl's inequality the six bands form three separated pairs when

|v|k > 3|Δ|.

The total curvature of a pair is obtained by leaving transitions within the pair out of the sum over states, and it remains continuous while the gaps between pairs are open. At Δ = 0 each pair is two copies of one spinless band. The pair totals are therefore 4, 0 and −4 for v > 0. On the sphere of radius 0.05/bohr, vk = 0.010 Ry exceeds 3Δ = 0.003 Ry, and the numerical totals are 4, 0 and −4.

### 19. Where the spinless picture ends

The combined Hamiltonian is unchanged by a joint rotation of k, L and σ. A band can thus be labelled by the component h of J along k, and its states on the sphere are obtained by rotating the state at the north pole:

u = exp(−iφJ_z) exp(−iθJ_y)|h⟩.

The φ component of A is the expectation value of J_z in the tilted state, which is h cosθ. The θ component is ⟨h|J_y|h⟩ = 0. As in section 7, it follows that C = −2h.

Take v > 0, Δ > 0 and x = vk. The state with h = −3/2 has energy Δ − x. For h = 1/2 the basis states with L_z = 1, spin down, and L_z = 0, spin up, give the matrix

[ x − Δ, √2Δ ]
[ √2Δ, 0 ].

Its lower energy is ½[x − Δ − √((x − Δ)² + 8Δ²)]. Setting this equal to Δ − x gives

√((x − Δ)² + 8Δ²) = 3(x − Δ),

so (x − Δ)² = Δ² with x > Δ, that is, vk = 2Δ.

Near the centre the lowest pair has h = −1/2 and h = 1/2, with total 1 − 1 = 0. Beyond vk = 2Δ the state with h = −3/2 replaces the one with h = 1/2, and the total is 1 + 3 = 4. In the example the exchange occurs at k = 0.002/0.2 = 0.01/bohr. The sphere of radius 0.001/bohr lies inside it and gives zero for the lowest pair; the sphere of radius 0.05/bohr lies outside and gives 4.

The spinless integers 2, 0 and −2 thus belong to an intermediate range of radii. A sphere shows them, doubled by spin and as totals of band pairs (the six single bands of the isotropic model on the sphere of radius 0.05/bohr carry 1, 3, −1, 1, −1, −3), if it lies outside the exchange caused by spin-orbit coupling and inside the first gap closing caused by the quadratic terms. This rule is derived here for the model, with the two corrections taken one at a time. With both present, Weyl's inequality guarantees the totals 4, 0, −4 where |v|k − bk² > 3|Δ|. The limiting radii then shift slightly, and the exchange near 0.01/bohr takes place at isolated touching points instead of on a whole sphere. In CoSi the sphere must also lie inside the Brillouin zone, and the first gap closing has to be found from the computed bands of the crystal.

Numbers as computed

```
velocity v (Ry bohr): 0.200
quadratic c1, c2, c3 (Ry bohr^2): 0.500, 0.300, 0.250
sphere radius (1/bohr): 0.050
linear invariants without time reversal (count): 2
linear invariants with time reversal (count): 1
quadratic invariants with time reversal (count): 4
linear-model energies on sphere (Ry): -0.01000, 0.00000, 0.01000
linear-model gap v k (Ry): 0.01000
linear-model gap v k (eV): 0.13606
linear-model Chern numbers, low to high (no unit): 2.000000, -0.000000, -2.000000
with quadratic terms, curvature integral (no unit): 2.000000, 0.000000, -2.000000
with quadratic terms, overlap products (no unit): 2.000000, 0.000000, -2.000000
with v reversed, curvature integral (no unit): -2.000000, -0.000000, 2.000000
quadratic spread bound (Ry bohr^2): 1.6000
largest sampled quadratic spread (Ry bohr^2): 0.8000
sufficient radius limit (1/bohr): 0.1250
lower bound on gap on sphere (Ry): 0.006000
smallest sampled gap on sphere (Ry): 0.008778
axis touching radius k* (1/bohr): 0.5000
larger sphere radius (1/bohr): 0.650
smallest sampled gap on larger sphere (Ry): 0.023440
larger-sphere Chern numbers, low to high (no unit): 2.000000, 6.000000, -8.000000
spin-orbit Delta (Ry): 0.0010
six levels at centre with spin-orbit (Ry): -0.0020, -0.0020, 0.0010, 0.0010, 0.0010, 0.0010
pair Chern numbers on first sphere (no unit): 4.000000, 0.000000, -4.000000
small sphere radius (1/bohr): 0.0010
lowest-pair Chern number on small sphere (no unit): -0.000000
```
